# Why No Stationary Small-Slope Hole Joins an Infinite Flat Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: derivation from surface diffusion

### A straight edge

Let a film cover the half-plane $x>0$ of a flat, rigid substrate and end along the straight line $x=0$. Its height is $h(x)$, with $h(0)=0$ and edge slope $h'(0)=\theta>0$. Suppose that its surface has no curvature. For a profile that varies in one direction this means $h''=0$. Integrating twice with the two edge conditions gives

$$h(x)=\theta x .$$

The film is a wedge. It passes any chosen thickness $H$ at $x=H/\theta$, and it does so with its full slope $\theta$. It cannot turn into a flat film without bending, and bending is curvature.

A round hole seems to offer a way out. Its surface is curved in two directions: along the radius and around the axis. The two curvatures can have opposite signs and cancel, so the profile can bend over while its total curvature stays zero. The slope does then fall with distance. The question is whether it falls fast enough for the height to settle at a finite value.

### The model and the chemical potential

The hole is centred at $r=0$ and has radius $a>0$. The film occupies $r\ge a$ and has height $h(r)$, with

$$h(a)=0,\qquad h'(a)=\theta .$$

Here $\theta$ is the contact angle measured through the film, in radians. Slopes are small, so $\tan\theta$ is replaced by $\theta$. The surface energy per area, $\gamma$, is the same for all orientations. Stress, gravity and forces between film and substrate are left out for now. Far from the hole an infinite flat film requires $h\to H$, with $H$ finite.

The area of the film surface is $\int 2\pi r\sqrt{1+h'^2}\,dr$. For small slopes $\sqrt{1+h'^2}\approx 1+h'^2/2$, so the surface energy is

$$F_s=2\pi\gamma\int r\left(1+\tfrac12h'^2\right)dr .$$

Add a thin layer $\delta h(r)$ that vanishes near the edge and far away. To first order in $\delta h$,

$$\delta F_s=2\pi\gamma\int r h'\,\delta h'\,dr=-2\pi\gamma\int (rh')'\,\delta h\,dr .$$

The second form follows by integration by parts; the boundary terms vanish with $\delta h$. With the radial Laplacian

$$\nabla^2h=\frac1r(rh')'=h''+\frac{h'}{r},$$

this becomes $\delta F_s=-\gamma\int\nabla^2h\;\delta h\;2\pi r\,dr$. The added volume is $\int\delta h\,2\pi r\,dr$, and each atom brings the volume $\Omega$. The energy per added atom at a given place is therefore

$$\mu=-\gamma\Omega\nabla^2h .$$

This is the chemical potential relative to a flat surface. The sign can be checked on a bump: at its top $\nabla^2h<0$, so $\mu>0$, and atoms lower the energy by leaving it.

### Transport and the stationary condition

Atoms move along the surface down the gradient of $\mu$. Let $J$ be the number crossing unit length per unit time, counted positive outwards, and let $M>0$ be a constant mobility:

$$J=-M\mu'=M\gamma\Omega(\nabla^2h)' .$$

The ring between $r$ and $r+dr$ gains atoms at the rate $-2\pi(rJ)'dr$. Its volume therefore grows at $\Omega$ times this rate, and its area is $2\pi r\,dr$. Hence

$$\frac{\partial h}{\partial t}=-\frac{\Omega}{r}(rJ)'=-B\nabla^2\nabla^2h,\qquad B=M\gamma\Omega^2 .$$

A stationary profile has $(rJ)'=0$, so $rJ$ is constant, and we may write

$$r(\nabla^2h)'=4c .$$

If no atoms cross the contact line, $J(a)=0$ and $c=0$ at once. It is instructive to keep $c$ for a moment and see what the far film demands. Dividing by $r$ and integrating gives

$$\nabla^2h=4c\ln\frac ra+K,$$

with a constant $K$. Multiplying by $r$ turns the left side into $(rh')'$. Since

$$\frac{d}{dr}\left(2r^2\ln\frac ra-r^2\right)=4r\ln\frac ra+2r-2r=4r\ln\frac ra ,$$

a second integration and division by $r$ give

$$h'=c\left(2r\ln\frac ra-r\right)+\frac{Kr}{2}+\frac Cr ,$$

where $C$ is a further constant.

If $c\ne0$, the term $2cr\ln(r/a)$ dominates at large $r$ and the slope grows without bound. Thus $c=0$ for a flat far film, even if the contact line had been allowed to pass atoms. If $c=0$ but $K\ne0$, the slope grows as $Kr/2$, so $K=0$ as well. What remains is a surface of zero curvature.

### The logarithm and the contradiction

With $c=K=0$ the slope is $h'=C/r$. The edge condition $h'(a)=\theta$ fixes $C=a\theta$, so

$$rh'=a\theta .$$

Dividing by $r$ and integrating from $a$, where $h=0$, gives

$$\boxed{h(r)=a\theta\ln\frac ra .}$$

The two curvatures are $h''=-a\theta/r^2$ and $h'/r=+a\theta/r^2$. They cancel at each radius, as anticipated. The slope tends to zero, but the height increases by the same amount, $a\theta\ln10$, over each tenfold increase in distance. It has no finite limit.

The condition $h\to H$ would need the coefficient $a\theta$ to vanish, while both $a$ and $\theta$ are positive. No stationary hole in this model joins an infinite flat film. A slope that tends to zero is not sufficient for a flat film; the slope must also have a finite integral, and $1/r$ does not.

Take a film with $H=50$ nm, a hole with $a=100$ nm, and $\theta=20^\circ=0.3491$ rad. Then $a\theta=34.91$ nm. At $r=200$ nm the height is $34.91\ln2=24.2$ nm. At 1 µm it is 80.4 nm, already above the film, and at 1 mm it is 321.5 nm.

The profile passes the film thickness where $a\theta\ln(r/a)=H$, that is, at

$$r_H=a\,e^{H/(a\theta)}=100\,e^{50/34.91}\ \text{nm}\approx419\ \text{nm}.$$

The slope there is $a\theta/r_H=\theta e^{-H/(a\theta)}$, which is positive for any finite $H$. In the example it is $4.8^\circ$. One could cut the profile at $r_H$ and attach a flat film, but the slope would then drop abruptly from $4.8^\circ$ to zero. This drop is a concentrated negative $\nabla^2h$, hence a ridge of high chemical potential, and atoms flow away from it. The patched shape is not stationary.

The result says that there is no resting state. By itself it doesn't say whether a given hole grows or closes.

### Beyond small slopes

The divergence might be suspected of coming from the small-slope approximation. The zero-curvature surface can be found without it. Let $s$ be arc length along the profile and $\psi$ its inclination, so that

$$\frac{dr}{ds}=\cos\psi,\qquad\frac{dh}{ds}=\sin\psi .$$

The two principal curvatures are $d\psi/ds$ and $\sin\psi/r$, and their sum is zero. Therefore

$$\frac{d}{ds}(r\sin\psi)=\cos\psi\sin\psi+r\cos\psi\frac{d\psi}{ds}
=r\cos\psi\left(\frac{\sin\psi}{r}+\frac{d\psi}{ds}\right)=0 .$$

At the edge $r=a$ and $\psi=\theta$, so $r\sin\psi=a\sin\theta\equiv b$. On the outward-going part, $\cos\psi=\sqrt{1-b^2/r^2}$ and

$$\frac{dh}{dr}=\tan\psi=\frac{b}{\sqrt{r^2-b^2}} .$$

For $\theta\le90^\circ$, integration from $a$ gives $h=b[\operatorname{arcosh}(r/b)-\operatorname{arcosh}(a/b)]$. Here $a/b=1/\sin\theta$, and

$$\operatorname{arcosh}\frac1{\sin\theta}=\ln\frac{1+\cos\theta}{\sin\theta}=\ln\cot\frac\theta2 .$$

For $\theta>90^\circ$ the surface first leans over the hole, moving inwards to a neck at $r=b$, and then runs outwards. The first part adds a height $b\operatorname{arcosh}(a/b)$ instead of subtracting it. Since $\ln\cot(\theta/2)$ is then negative and equals $-\operatorname{arcosh}(a/b)$, one formula covers both cases:

$$h=a\sin\theta\left[\operatorname{arcosh}\frac{r}{a\sin\theta}-\ln\cot\frac\theta2\right],\qquad0<\theta<\pi .$$

This is a catenoid. At large $r$, $\operatorname{arcosh}(r/b)\approx\ln(2r/b)$, so the height still grows logarithmically, with coefficient $a\sin\theta$. For small $\theta$ we have $b\approx a\theta$ and $\ln\cot(\theta/2)\approx\ln(2/\theta)$. The bracket becomes $\ln[2r/(a\theta)]-\ln(2/\theta)=\ln(r/a)$, which restores the boxed result.

For the $20^\circ$ hole the catenoid height at 1 µm is 79.8 nm; the logarithm is 0.73 % above it. Direct integration of the curvature equations provides a test of the approximation. At $r=10a$, the error of the logarithm relative to the integrated height is $5.93\times10^{-4}$ for $\theta=0.10$ rad and $1.48\times10^{-4}$ for $0.05$ rad. Halving the angle divides the error by four, as expected for a correction of relative order $\theta^2$.

### A finite cell does allow a stationary hole

The constant $K$ was excluded by the infinite film. Suppose instead that the hole sits at the centre of a cell of radius $R$, with $h'(R)=0$ by symmetry with its neighbours. With $c=0$, the edge condition gives $C=a\theta-Ka^2/2$. The outer condition, multiplied by $R$, is then

$$\frac{K(R^2-a^2)}2+a\theta=0,\qquad K=-\frac{2a\theta}{R^2-a^2}.$$

Substitution of $K$ and $C$ gives

$$h'=\frac{a\theta}{R^2-a^2}\left(\frac{R^2}{r}-r\right),\qquad
h=\frac{a\theta}{R^2-a^2}\left[R^2\ln\frac ra-\frac{r^2-a^2}{2}\right].$$

Let $H$ now be the film volume divided by the cell area $\pi R^2$, and write $L=\ln(R/a)$. The two integrals needed are

$$\int_a^R r\ln\frac ra\,dr=\frac{R^2L}{2}-\frac{R^2-a^2}{4},\qquad
\int_a^R r\,\frac{r^2-a^2}{2}\,dr=\frac{(R^2-a^2)^2}{8}.$$

Multiplying the first by $R^2$, subtracting the second, and applying the factor $2a\theta/[R^2(R^2-a^2)]$ gives

$$H=a\theta\left[\frac{R^2L}{R^2-a^2}-\frac12-\frac{R^2-a^2}{4R^2}\right]
\approx a\theta\left(L-\frac34\right)\quad(a\ll R).$$

The full expression tends to zero both for $a\to0$ and for $a\to R$, so a sufficiently thin film has at least two stationary radii. The smaller one is of interest here. For $H=50$ nm and $\theta=20^\circ$, both held fixed, it is 79.7 nm for $R=1$ µm, 27.9 nm for 10 µm, 18.2 nm for 100 µm and 13.7 nm for 1 mm. These are small-slope values; with the full curvature at $20^\circ$ the radii are 1 to 2 % larger (80.6, 28.4, 18.6 and 14.0 nm). As $R\to\infty$ the factor $L-3/4$ grows without bound and this radius shrinks to zero. The stationary hole is lost by becoming vanishingly small, though slowly, because the dependence on $R$ is logarithmic.

## Second half: derivation from the energy

### Symbols and results carried over

The hole has radius $a$, the film has height $h(r)$ for $r\ge a$ with $h(a)=0$, and $\gamma$ is its isotropic surface energy. The contact angle through the film is $\theta$, small and in radians. The far film has thickness $H$. The first half imposed $h'(a)=\theta$, used surface diffusion, and found $h=a\theta\ln(r/a)$, which has no finite limit. In a finite cell of radius $R\gg a$ with mean thickness $H$, it found a stationary hole with $H\approx a\theta(L-3/4)$, where $L=\ln(R/a)$.

The second derivation uses neither a transport law nor an imposed edge slope. It asks whether the energy of the hole can be stationary.

### The energy of a hole

Compare the film with a hole to an unbroken flat film. Where the film is present, its slope adds the energy $\gamma h'^2/2$ per area. Where it is absent, the film surface (energy $\gamma$) and the film–substrate interface (energy $\gamma_i$) are replaced by bare substrate (energy $\gamma_s$). The angle $\theta$ now enters as a name for a combination of these energies, through Young's relation $\gamma_s-\gamma_i=\gamma\cos\theta$. The change per bare area is

$$\gamma_s-\gamma_i-\gamma=-\gamma(1-\cos\theta)\approx-\frac{\gamma\theta^2}{2}.$$

The energy inside any circle of radius $R>a$ is therefore

$$F=\pi\gamma\int_a^R rh'^2\,dr-\frac{\pi\gamma a^2\theta^2}{2}.$$

Opening the hole gains energy in proportion to its area; the sloping rim costs energy. There is no term for the displaced volume, because atoms removed from the hole can be spread over the infinite flat film, where the chemical potential is zero.

### The best profile for a given radius

Suppose that a stationary hole exists. Pick any $R>a$ and call the height there $H_R=h(R)$, with $H_R>0$. The energy must be stationary against all changes inside the circle that leave $H_R$ fixed.

First keep $a$ fixed as well, and change $h$ to $h+\epsilon\eta$ with $\eta(a)=\eta(R)=0$. The slope energy changes by

$$2\pi\gamma\epsilon\int_a^R rh'\eta'\,dr+\pi\gamma\epsilon^2\int_a^R r\eta'^2\,dr .$$

Stationarity removes the first term, and the second cannot be negative. A stationary profile is thus a profile of least energy for its end heights.

That least energy follows without solving a differential equation. Write

$$H_R=\int_a^R h'\,dr=\int_a^R\left(\sqrt r\,h'\right)\frac{1}{\sqrt r}\,dr .$$

The Cauchy–Schwarz inequality gives

$$H_R^2\le\int_a^R rh'^2\,dr\int_a^R\frac{dr}{r}=L\int_a^R rh'^2\,dr ,$$

so the slope energy is at least $\pi\gamma H_R^2/L$. Equality requires the two factors to be proportional, $\sqrt r\,h'=C/\sqrt r$, which means $rh'=C$. Integrating $C/r$ from $a$ to $R$ gives $H_R=CL$, hence $C=H_R/L$. The logarithmic shape has appeared, but its coefficient is still undetermined.

Surface diffusion has shown that no stationary hole in this model joins an infinite flat film, and the energy argument has so far given the same logarithmic shape for a fixed hole radius. It remains to let the edge move, which will fix the coefficient of the logarithm, and to see what changes in a finite cell, under other forces or with a facet.
